# Why Planar Confinement Quadruples Hydrogenic Binding, and When It Fails

An electron and a hole with reduced mass 0.25 electron masses, in a medium of relative permittivity 4.5, are bound by 0.168 eV if they move in space and by 0.672 eV if they are held in a plane. The masses, the permittivity and the force law are the same in both cases, yet the ratio of the computed levels is 4.00000. This section derives the factor four, then asks how thin and how weakly polarizable a layer must be for it to survive.

## The model and its scales

Let the particles have masses $m_1,m_2$ and charges $\pm e$. Their attraction is $-C/r$, where $r$ is their separation and

$$C=\frac{e^2}{4\pi\varepsilon_0 k}. \tag{1}$$

The same relative permittivity $k$ is used in two and three dimensions. The planar problem keeps the $1/r$ law because the electric field still spreads through all of space; only the motion is planar. The masses are isotropic, the bands parabolic, and spin and exchange terms are left out.

With total mass $M=m_1+m_2$, centre of mass $\mathbf X$ and relative coordinate $\mathbf r=\mathbf r_1-\mathbf r_2$, the gradients are $\nabla_1=(m_1/M)\nabla_X+\nabla$ and $\nabla_2=(m_2/M)\nabla_X-\nabla$. In $\nabla_1^2/m_1+\nabla_2^2/m_2$ the cross terms are $+2/M$ and $-2/M$ times $\nabla_X\cdot\nabla$, and they cancel. The relative motion therefore has its own Hamiltonian,

$$H=-T\nabla^2-\frac{C}{r},\qquad T=\frac{\hbar^2}{2\mu},\qquad \frac1\mu=\frac1{m_1}+\frac1{m_2}. \tag{2}$$

A length and an energy follow from $T$ and $C$:

$$a=\frac{2T}{C},\qquad R=\frac{C^2}{4T},\qquad \frac{T}{a^2}=R,\qquad \frac Ca=2R. \tag{3}$$

For the example, $T=0.1524$ eV nm² and $C=0.3200$ eV nm. Hence $a=2(0.1524)/0.3200=0.953$ nm and $R=(0.3200)^2/[4(0.1524)]=0.168$ eV.

## A lower bound for every state

Let $\psi$ be normalized, with finite $\int|\nabla\psi|^2$, in $D=2$ or $3$ dimensions. It may depend on angle. For real $b>0$ and radial unit vector $\hat{\mathbf r}$,

$$0\le\int|\nabla\psi+b\hat{\mathbf r}\psi|^2
=\int|\nabla\psi|^2+b\int\hat{\mathbf r}\cdot\nabla|\psi|^2+b^2, \tag{4}$$

because the two cross terms add to $\psi^*\nabla\psi+\psi\nabla\psi^*=\nabla|\psi|^2$.

The middle term is integrated by parts outside a small sphere (or circle) of radius $s$. The divergence needed is

$$\nabla\cdot\frac{\mathbf r}{r}=\frac Dr-\frac{\mathbf r\cdot\mathbf r}{r^3}=\frac{D-1}{r}. \tag{5}$$

The surface term at $s$ is $s^{D-1}g(s)$, where $g$ is the integral of $|\psi|^2$ over angles. The Cauchy–Schwarz inequality bounds the change of $\psi$ along a ray:

$$|\psi(r_1)-\psi(s)|^2\le\int_s^{r_1}r^{D-1}|\partial_r\psi|^2dr\int_s^{r_1}\frac{dr}{r^{D-1}}. \tag{6}$$

After integration over angles the first factor is finite. The second grows as $\ln(1/s)$ for $D=2$ and as $1/s$ for $D=3$. So $g$ grows no faster than this, and $s^{D-1}g(s)\to0$. At large radius, $r^{D-1}g$ has an integrable derivative and therefore a limit; being integrable itself, it has limit zero. What remains is

$$\int\hat{\mathbf r}\cdot\nabla|\psi|^2=-(D-1)\left\langle\frac1r\right\rangle. \tag{7}$$

Insert (7) in (4), multiply by $T$ and subtract $C\langle1/r\rangle$ from both sides of the resulting bound on the kinetic energy:

$$\langle H\rangle\ge\left[Tb(D-1)-C\right]\left\langle\frac1r\right\rangle-Tb^2. \tag{8}$$

The bracket vanishes for

$$b=\frac{C}{T(D-1)}=\frac{2}{(D-1)a}, \tag{9}$$

and then

$$\langle H\rangle\ge-Tb^2=-\frac{C^2}{T(D-1)^2}=-\frac{4R}{(D-1)^2}. \tag{10}$$

Equality in (4) requires $\nabla\psi=-b\hat{\mathbf r}\psi$, that is, $\nabla(e^{br}\psi)=0$. Thus $\psi\propto e^{-br}$, unique up to a constant factor. This is an eigenfunction, since $\nabla^2e^{-br}=[b^2-b(D-1)/r]e^{-br}$ and (9) cancels the $1/r$ terms in $H\psi$. The ground-state energies are therefore

$$E_3=-R,\qquad E_2=-4R. \tag{11}$$

In the example $4R=0.672$ eV, or 672 meV.

## Where the factor comes from

For a trial state $e^{-br}$ with $b$ still free, the radial integrals give

$$\langle r^n\rangle=\frac{\int_0^\infty r^{D-1+n}e^{-2br}dr}{\int_0^\infty r^{D-1}e^{-2br}dr}
=\frac{\Gamma(D+n)}{\Gamma(D)(2b)^n}. \tag{12}$$

With $n=-1$ this is $\langle1/r\rangle=2b/(D-1)$. The kinetic energy is $Tb^2$, because $|\nabla\psi|=b|\psi|$. Hence

$$E(b)=Tb^2-\frac{2C}{D-1}\,b. \tag{13}$$

At equal $b$ the kinetic energies agree, but the attraction is twice as strong in the plane. The measure $r\,dr$ gives small separations more relative weight than $r^2dr$ does. The minimum of $Tb^2-Gb$ is $-G^2/(4T)$, so doubling $G$ multiplies the binding by four. The best $b$ doubles as well.

At the planar minimum the mean kinetic energy is $4R$ and the mean potential energy is $-8R$. Equation (12) with $n=1$ gives $\langle r\rangle=D/(2b)$, which is $a/2$ in the plane and $3a/2$ in space: 0.476 nm and 1.429 nm here. The pair shrinks by a factor of three while its binding grows by four.

## Why finite kinetic energy must be demanded

Normalizability alone would not exclude lower planar energies. Measure length in $a$ and write $E=-q^2R$. A circularly symmetric state obeys

$$\psi''+\frac{\psi'}r+\frac{2\psi}r=q^2\psi. \tag{14}$$

Set $\psi=e^{-qr}w$. The terms $q^2w$ cancel, and multiplication by $r$ leaves $rw''+(1-2qr)w'+(2-q)w=0$. With $z=2qr$ as the variable, division by $2q$ gives

$$zw''+(1-z)w'-\alpha w=0,\qquad \alpha=\frac12-\frac1q. \tag{15}$$

For $q>2$, $\alpha$ is positive and a solution is

$$w(z)=\frac1{\Gamma(\alpha)}\int_0^\infty e^{-zt}t^{\alpha-1}(1+t)^{-\alpha}dt. \tag{16}$$

To see this, apply (15) under the integral. The integrand becomes $e^{-zt}t^{\alpha-1}(1+t)^{-\alpha}[zt(1+t)-t-\alpha]$, which is the $t$-derivative of $-e^{-zt}t^\alpha(1+t)^{1-\alpha}$. That function vanishes at both ends.

The factor $e^{-qr}$ makes $\psi$ decay. Near the origin, differentiate (16) and put $x=zt$:

$$-zw'=\frac1{\Gamma(\alpha)}\int_0^\infty e^{-x}\left(\frac{x}{x+z}\right)^{\alpha}dx\;\longrightarrow\;\frac1{\Gamma(\alpha)}\quad(z\to0). \tag{17}$$

So $\psi$ has a logarithm at the origin. It is still normalizable, because $r\ln^2r$ is integrable, but

$$\int_s r|\psi'|^2dr\sim\frac1{\Gamma(\alpha)^2}\ln\frac1s \tag{18}$$

diverges. At $E=-9R$, where $q=3$ and $\alpha=1/6$, the radial norm integral is 0.0241, while the kinetic integral gains 0.0745 between $r=10^{-5}a$ and $10^{-4}a$. By (18) every further decade towards the origin adds nearly the same amount. Such solutions exist at every energy below $-4R$; the finite-kinetic-energy condition removes them.

## The factor belongs to the ground state

The second circularly symmetric planar state is $f=(1-4x/3)e^{-2x/3}$, with $x=r/a$. Its derivatives are $f'=(-2+8x/9)e^{-2x/3}$ and $f''=(20/9-16x/27)e^{-2x/3}$. Therefore

$$-f''-\frac{f'}x-\frac{2f}x=\left(-\frac49+\frac{16x}{27}\right)e^{-2x/3}=-\frac49f. \tag{19}$$

In space take $h=(1-x/2)e^{-x/2}$, for which $h'=(-1+x/4)e^{-x/2}$ and $h''=(3/4-x/8)e^{-x/2}$. Then

$$-h''-\frac{2h'}x-\frac{2h}x=\left(-\frac14+\frac x8\right)e^{-x/2}=-\frac14h. \tag{20}$$

The bindings are $4R/9=0.0747$ eV and $R/4=0.0420$ eV. Their ratio is $16/9$, not 4.

## How a real layer weakens the attraction

Two departures from the ideal plane have a common form. Replace $1/r$ by an average over offsets $u\ge0$ with normalized density $p(u)$:

$$V(r)=-C\int_0^\infty\frac{p(u)\,du}{\sqrt{r^2+u^2}}. \tag{21}$$

Since $V(r)\ge-C/r$, every state has at least the energy it had before. At fixed $\mu$ and $k$, offsets reduce the binding below $4R$.

For small offsets the loss follows from first-order perturbation theory. The planar ground-state density is $|\psi|^2=(8/\pi a^2)e^{-4r/a}$, since $2\pi\int_0^\infty re^{-4r/a}dr=\pi a^2/8$. The loss involves

$$\int_0^\infty e^{-4r/a}\left(1-\frac r{\sqrt{r^2+u^2}}\right)dr\simeq
\lim_{L\to\infty}\left[L-\sqrt{L^2+u^2}+u\right]=u. \tag{22}$$

The exponential was replaced by one because the bracket is appreciable only for $r$ of order $u\ll a$. Multiplication by $2\pi C\,(8/\pi a^2)$, an average over $u$, and (3) give

$$\Delta B\simeq\frac{16C\langle u\rangle}{a^2}=32R\,\frac{\langle u\rangle}a. \tag{23}$$

The coefficient is large because the state is concentrated at small $r$. A fall of the ratio from 4 to 3.9 needs only $\langle u\rangle=0.1a/32$, about 0.003 nm here, which is far less than an atomic diameter.

### A polarizable sheet

Let a sheet at $z=0$, inside a medium $k$, acquire the in-plane polarization $\mathbf P=-2\varepsilon_0r_0\nabla\phi$ per unit area. This defines the screening length $r_0$. For an in-plane wave number $q$, now a dimensional quantity, the induced charge $-\nabla\cdot\mathbf P$ is $-2\varepsilon_0r_0q^2\phi$. The potential varies as $e^{-q|z|}$ outside, so the jump in electric displacement is $2\varepsilon_0kq\phi$. Equating it to the point charge plus the induced charge gives

$$\phi(q)=\frac{e}{2\varepsilon_0q(k+r_0q)}. \tag{24}$$

With $\lambda=r_0/k$ and the Bessel function $J_0$ from the angular integral, the attraction in real space is

$$V(r)=-C\int_0^\infty\frac{J_0(qr)}{1+\lambda q}\,dq. \tag{25}$$

Now write $1/(1+\lambda q)=\int_0^\infty(du/\lambda)e^{-u/\lambda}e^{-uq}$. For $r_0=0$ the potential at height $u$ must be that of a point charge, which shows that $\int_0^\infty J_0(qr)e^{-uq}dq=1/\sqrt{r^2+u^2}$. Equation (25) is therefore (21) with

$$p(u)=\frac{e^{-u/\lambda}}\lambda,\qquad\langle u\rangle=\lambda=\frac{r_0}k. \tag{26}$$

The sheet thus acts as an average over perpendicular displacements between the charges, with mean $\lambda$.

For $r\gg\lambda$, $V$ returns to $-C/r$. For $r\ll\lambda$, integrate (21) by parts and put $u=\lambda x$:

$$V=-\frac C\lambda\int_0^\infty e^{-x}\operatorname{arsinh}\frac{\lambda x}r\,dx
\simeq-\frac C\lambda\left(\ln\frac{2\lambda}r-\gamma\right), \tag{27}$$

where $\gamma=-\int_0^\infty e^{-x}\ln x\,dx$ is Euler's constant. The strong $1/r$ attraction, from which the planar state gained its binding, has become logarithmic.

With $\mu$ and $k$ fixed, the computed ratio to the three-dimensional binding falls as follows:

| $\lambda/a$ | Ratio |
|---:|---:|
| 0.001 | 3.969 |
| 0.01 | 3.740 |
| 0.1 | 2.696 |
| 1 | 1.099 |

Equation (23) predicts 3.968 for the first row and 3.68 for the second. In the third it predicts 0.8, so the linear law has failed there.

## A monolayer exciton as the example

The parameters lie in the rough regime of an exciton in monolayer MoS₂ between layers of hexagonal boron nitride. Besides $\mu$ and $k$, the rough inputs are $r_0=4$ nm, a thickness of 0.6 nm and a gap of 2 eV. The three-dimensional reference is a hypothetical medium with the same $\mu$ and $k$, not bulk MoS₂.

Here $\lambda=4/4.5=0.889$ nm and $\lambda/a=0.93$, far outside the small-offset regime. The sheet potential gives a binding of 0.191 eV in place of 0.672 eV, and a ratio of 1.14 in place of 4. The mean radius grows from 0.476 to 1.17 nm. Reported binding energies for such encapsulated layers are roughly 0.2 eV, so in this example the bare $1/(kr)$ law overestimates the binding by a factor of three to three and a half. The closeness of the screened value does not validate the model in detail, because its inputs are rough and the surroundings are described by one isotropic, frequency-independent $k$.

Thickness can be sized separately. Give each particle the fixed transverse density $(2/d)\cos^2(\pi z/d)$ with $d=0.6$ nm, in a uniform medium $k$. The offset is $u=|z_1-z_2|$, with mean $0.207d=0.124$ nm. The binding is then 0.413 eV and the ratio 2.46. Each correction is taken alone here, whereas a real layer has both. For small offsets the two losses nearly add; at these values they cannot, since their sum, 0.74 eV, exceeds the ideal binding. Spreading the same in-plane polarizability over a slab 0.6 nm thick, with the same transverse densities, lowers the screened binding from 0.191 eV to between 0.187 and 0.170 eV for an out-of-plane permittivity of the slab between 4.5 and 17.8.

The choice of $k$ matters too. With $\mu$ and $r_0$ fixed, raising $k$ from 4 to 5 lowers the ideal binding from 0.850 to 0.544 eV and the screened one from 0.214 to 0.172 eV. The ideal value scales as $k^{-2}$. The screened value is $R$ times a function of $\lambda/a$ that rises as $\lambda/a$ falls. A larger $k$ both shortens $\lambda$ and lengthens $a$, so this function grows and offsets part of the fall of $R$. Since $\lambda/a=r_0C/(2Tk)\propto r_0\mu/k^2$, a sheet of fixed $r_0$ comes closer to the factor four with lighter carriers or a more polarizable environment. Both changes lower the ideal binding itself.

A first indication of whether parabolic bands suffice is the ratio of mean kinetic energy to gap. It is 0.34 for the ideal state and 0.047 for the screened one. A small mean does not by itself bound the error from the high-momentum part of a state. The ratio 0.34 already puts the band model of the ideal state in doubt. As a rough gauge, replace the pair's kinetic energy $K$ by the two-band form $E_g(\sqrt{1+2K/E_g}-1)$, with gap $E_g$, equal masses and the interaction left unchanged. The screened binding then rises from 0.191 to about 0.199 eV. With the bare $1/r$ attraction at these parameters the energy has no lower bound, because this kinetic energy grows only linearly at large wave number. The band edges are taken at the K points, whose wave vectors the layer's threefold rotation leaves unchanged up to a reciprocal-lattice vector. The in-plane mass there is isotropic, because a tensor with two unequal principal values cannot be unchanged by that rotation.

At 300 K the thermal energy is 0.0259 eV, so the binding is 26 thermal energies in the ideal model and 7.4 with the sheet. These ratios do not by themselves fix the ionized fraction, which also depends on density. At the density $1/(\pi\langle r\rangle^2)$, which is $2.3\times10^{13}$ cm⁻² for the screened state, randomly placed pairs have on average one neighbour within $\langle r\rangle$. Overlap is then common, so the isolated-pair picture becomes doubtful already below this density. The value is not a computed dissociation threshold.

An in-plane field $F$ adds $-eFr$ along the direction of escape. If the shift of the level by the field is neglected, a state of binding $B$ reaches the top of the barrier at

$$eF_s=\max_r\frac{V(r)+B}r. \tag{28}$$

For $V=-C/r$ the derivative of $B/r-C/r^2$ vanishes at $r=2C/B$, so $eF_s=B^2/(4C)$. This gives 3.53 MV/cm for the ideal pair. The sheet potential gives 0.30 MV/cm. In this estimate, which neglects the level shift, an in-plane field of 1 MV/cm leaves a barrier in the first model and none in the second. Including the level shift to second order in $F$ raises the two saddle fields to about 3.9 and 0.33 MV/cm, which leaves this comparison unchanged. Whether the layer itself withstands such fields is not considered.

Below the saddle field the pair can tunnel. Along this one-dimensional path the semiclassical factor is $e^{-S}$, with

$$S=2\int\sqrt{\frac{V(r)+B-eFr}{T}}\,dr \tag{29}$$

taken over the region where the root is real. At 0.1 MV/cm, $S$ is 179 for the ideal pair and 17 for the screened one. The prefactor, and hence the lifetime, is not computed. The numerical output lists these values together with the inputs.

## Calculated quantities

```
Input reduced mass: 0.25 electron masses
Input relative permittivity k: 4.5
Input sheet screening length r0: 4.0 nm
Input layer thickness: 0.6 nm
Input rough band gap: 2.0 eV
Kinetic constant T: 0.15240 eV nm^2
Coulomb constant C: 0.31999 eV nm
Length a: 0.9525 nm
Energy R from the formula: 0.16797 eV
3D binding, finite elements: 0.16797 eV
2D binding, finite elements: 0.67189 eV
2D binding from 4R: 0.67189 eV = 671.89 meV
Ground-state ratio 2D/3D: 4.00000
Second s level binding, 2D: 0.07465 eV
Second s level binding, 3D: 0.04199 eV
Second s level ratio: 1.7778
Mean radius, 2D: 0.4763 nm
Mean radius, 3D: 1.4288 nm
Mean kinetic energy, 2D: 0.6719 eV
Log state, norm integral (a=1): 0.02410
Log state, kinetic gain per decade (a=1): 0.07448
Small-offset loss / law, sheet: 0.9952
Small-offset loss / law, thickness: 0.9957
Mean offset / thickness, cos^2 profile: 0.2067
Ratio to 3D at lambda/a = 0.001: 3.9691
Ratio to 3D at lambda/a = 0.01: 3.7404
Ratio to 3D at lambda/a = 0.1: 2.6960
Ratio to 3D at lambda/a = 1: 1.0991
Example lambda = r0/k: 0.8889 nm, lambda/a = 0.9332
Binding with sheet screening: 0.1913 eV
Its ratio to 3D binding: 1.1390
Its mean radius: 1.1720 nm
Binding with thickness only: 0.4127 eV
Its ratio to 3D binding: 2.4568
k = 4.0: ideal 0.8504 eV, sheet 0.2140 eV
k = 5.0: ideal 0.5442 eV, sheet 0.1722 eV
Kinetic energy / gap, ideal: 0.336
Kinetic energy / gap, sheet: 0.047
Thermal energy at 300 K: 0.02585 eV
Binding / thermal energy, ideal: 25.99
Binding / thermal energy, sheet: 7.40
Saddle field, ideal: 3.527 MV/cm
Tunnel exponent at 0.1 MV/cm, ideal: 179.4
Saddle field, sheet: 0.303 MV/cm
Tunnel exponent at 0.1 MV/cm, sheet: 17.2
Overlap density 1/(pi <r>^2), sheet: 2.32e+13 cm^-2
```
